# Permeability from longitudinal and transverse permittivities, and what it omits

**Q:** One account of an optical medium uses a permittivity and a permeability. Another uses two permittivities that depend on wavevector and has no permeability at all. How can both describe the same medium?

**A:** Both describe the same induced current. Take a linear, homogeneous, isotropic medium with mirror symmetry, and fields varying as $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ with $\omega\neq0$. I use atomic units with $\hbar=m=e=4\pi\epsilon_0=1$, so that $c\approx137$ and $\mu_0=4\pi/c^2$.

Split the field into $\mathbf E_L$ along $\mathbf q$ and $\mathbf E_T$ perpendicular to it. If the whole current is counted as a changing polarization, then

$$\mathbf J=-\frac{i\omega}{4\pi}\left[(\epsilon_L-1)\mathbf E_L+(\epsilon_T-1)\mathbf E_T\right].\tag{1}$$

**Q:** Why are two functions enough?

**A:** The permittivity tensor can be built only from $\mathbf q$, $\delta_{ij}$ and the antisymmetric symbol. The first two give $\delta_{ij}$ and $q_iq_j$, hence one function for each polarization. The antisymmetric symbol would give a term $e_{ijk}q_k$, which is odd in $\mathbf q$ and which mirror symmetry forbids.

A cubic crystal is less simple. At order $q^2$ it also allows $\delta_{ij}q_i^2$, without summation, so two functions need not suffice there.

**Q:** Now put in the permeability.

**A:** Write the current as that of a polarization and a magnetization:

$$\mathbf J=-i\omega\mathbf P+i\mathbf q\times\mathbf M,\qquad \mathbf P=\frac{\epsilon-1}{4\pi}\mathbf E.$$

With $\mathbf H=c^2\mathbf B/4\pi-\mathbf M$ and $\mathbf B=(4\pi/c^2)\mu\mathbf H$,

$$\mathbf M=\frac{c^2}{4\pi}\left(1-\frac1\mu\right)\mathbf B.$$

Faraday's law, $i\mathbf q\times\mathbf E=i\omega\mathbf B$, gives $\mathbf B=\mathbf q\times\mathbf E/\omega$. Also $\mathbf q\times(\mathbf q\times\mathbf E)=\mathbf q(\mathbf q\cdot\mathbf E)-q^2\mathbf E=-q^2\mathbf E_T$. Therefore

$$i\mathbf q\times\mathbf M=-\frac{ic^2q^2}{4\pi\omega}\left(1-\frac1\mu\right)\mathbf E_T
=-\frac{i\omega}{4\pi}\,\frac{c^2q^2}{\omega^2}\left(1-\frac1\mu\right)\mathbf E_T.$$

Add $-i\omega\mathbf P$ and compare with (1):

$$\epsilon_L=\epsilon,\qquad \epsilon_T=\epsilon+\frac{c^2q^2}{\omega^2}\left(1-\frac1\mu\right).$$

Subtracting and solving for the permeability gives

$$1-\frac1\mu=\frac{\omega^2}{c^2q^2}(\epsilon_T-\epsilon_L).\tag{2}$$

**Q:** But the right side depends on $q$. A permeability is supposed to depend on frequency alone.

**A:** At finite $q$, equation (2) defines a nonlocal $\mu(q,\omega)$, whose partner is the nonlocal $\epsilon_L(q,\omega)$. Nothing in (1) has been lost. A local permeability needs a further assumption, that the response is analytic at small $q$:

$$\epsilon_{L,T}(q,\omega)=\epsilon(\omega)+\alpha_{L,T}(\omega)q^2+O(q^4).$$

The constant terms are equal because at $q=0$ there is no direction to distinguish the polarizations. The limit of (2) is then

$$1-\frac1{\mu(\omega)}=\frac{\omega^2}{c^2}(\alpha_T-\alpha_L).\tag{3}$$

**Q:** Is this $\mathbf M$ the density of magnetic moments?

**A:** Not in general. Replace $\mathbf M$ by $\mathbf M+\mathbf N$ and $\mathbf P$ by $\mathbf P+\mathbf q\times\mathbf N/\omega$. The current changes by $-i\mathbf q\times\mathbf N+i\mathbf q\times\mathbf N=0$. The current therefore does not fix the split. Equation (2) fixes it by requiring $\mathbf P$ to respond to both polarizations with the same scalar, $\epsilon_L$.

Another choice keeps $\epsilon(\omega)$ in $\mathbf P$ and assigns all of $\alpha_Tq^2$ to a permeability $\mu_T$:

$$1-\frac1{\mu_T}=\frac{\omega^2}{c^2}\alpha_T=1-\frac1\mu+\frac{\omega^2}{c^2}\alpha_L.$$

The two agree as $\omega\to0$ if $\alpha_L$ stays finite.

**Q:** Which one gives the right refractive index?

**A:** Ampère's law is $i\mathbf q\times\mathbf B=(4\pi/c^2)\mathbf J-i\omega\mathbf E/c^2$. For a transverse wave its left side is $-iq^2\mathbf E_T/\omega$, and by (1) its right side is $-i\omega\epsilon_T\mathbf E_T/c^2$. Hence $N^2\equiv c^2q^2/\omega^2=\epsilon_T(q,\omega)$.

Inserting (2) gives $N^2=\epsilon_L+N^2(1-1/\mu)$, or $N^2=\epsilon_L(q,\omega)\,\mu(q,\omega)$. With the other choice, $N^2=\epsilon+\alpha_Tq^2=\epsilon+N^2(1-1/\mu_T)$, or $N^2=\epsilon(\omega)\mu_T$ to this order.

The local pair $\epsilon(\omega),\mu(\omega)$ from (3) omits $\alpha_Lq^2$. That is a loss at order $q^2$ itself, before any higher order is considered. The pair $\epsilon(\omega),\mu_T$ repairs the transverse wave but still omits $\alpha_Lq^2$ from the longitudinal response.

**Q:** I would like to see this in a medium whose $\epsilon_L$ and $\epsilon_T$ are computed, not assumed.

**A:** Take atoms at random positions, each with one electron and Hamiltonian $H=p^2/2+\omega_0^2r^2/2$. Work to first order in the density $n$, without local fields or spin magnetism, and away from resonances.

Let $\mathbf A=\mathbf e\,A_0e^{i(qz-\omega t)}$ plus its conjugate. With no scalar potential, the field amplitude is $E=i\omega A_0$. The electron has charge $-1$, so the kinetic term is $(\mathbf p+\mathbf A)^2/2$ and the linear perturbation is $A_0e^{-i\omega t}j+\text{h.c.}$, where

$$j=\tfrac12\left(\mathbf e\cdot\mathbf p\,e^{iqz}+e^{iqz}\,\mathbf e\cdot\mathbf p\right).$$

Let $\omega_m$ be the excitation energies. The first-order amplitudes obey $i\dot c_m=\omega_mc_m+\langle m|H_1|0\rangle$, so

$$c_m=\frac{A_0e^{-i\omega t}\langle m|j|0\rangle}{\omega-\omega_m}-\frac{A_0^*e^{i\omega t}\langle m|j^\dagger|0\rangle}{\omega+\omega_m}.$$

The part of $\langle j^\dagger\rangle$ varying as $e^{-i\omega t}$ contains $|\langle m|j|0\rangle|^2/(\omega-\omega_m)$ and $-|\langle m|j^\dagger|0\rangle|^2/(\omega+\omega_m)$. Inversion maps $j$ to $-j^\dagger$, so the two strengths agree when summed over each level. The fractions combine to $2\omega_m/(\omega^2-\omega_m^2)$.

The velocity is $\mathbf p+\mathbf A$ and the charge is $-1$, so the current amplitude is

$$J=-nA_0\left[1+\sum_m\frac{2\omega_m|j_m|^2}{\omega^2-\omega_m^2}\right],\qquad j_m=\langle m|j|0\rangle.$$

By (1), $\epsilon-1=4\pi iJ/(\omega E)=4\pi J/(\omega^2A_0)$. Hence, for either polarization,

$$\epsilon=1-\frac{4\pi n}{\omega^2}\left[1+\sum_m\frac{2\omega_m|j_m|^2}{\omega^2-\omega_m^2}\right].\tag{4}$$

**Q:** The longitudinal response can also be written with the density. Does (4) agree?

**A:** Yes. Put $\rho=e^{iqz}$ and $\rho_m=\langle m|\rho|0\rangle$. Since $[p_z,\rho]=q\rho$, we have $[H,\rho]=\tfrac12(p_zq\rho+q\rho p_z)=qj$, so $j_m=\omega_m\rho_m/q$. Next, $[\rho^\dagger,[H,\rho]]=q^2$. Its ground-state average is $2\sum_m\omega_m|\rho_m|^2$ by inversion symmetry, so that sum without the 2 equals $q^2/2$.

Insert $j_m$ in (4) and use $\omega_m^2/(\omega^2-\omega_m^2)=-1+\omega^2/(\omega^2-\omega_m^2)$. The $-1$ produces $-(2/q^2)\sum_m\omega_m|\rho_m|^2=-1$, which cancels the leading 1. What remains is

$$\epsilon_L=1+\frac{4\pi n}{q^2}\sum_m\frac{2\omega_m|\rho_m|^2}{\omega_m^2-\omega^2}.\tag{5}$$

**Q:** And for the oscillator?

**A:** Write $z=(a+a^\dagger)/\sqrt{2\omega_0}$ and $s=q^2/2\omega_0$. Then $e^{iqz}|0\rangle=e^{-s/2}e^{i\sqrt s\,a^\dagger}|0\rangle$, so level $k$ has probability $P_k=e^{-s}s^k/k!$. Define $D_N=N^2\omega_0^2-\omega^2$. In (5), use $kP_k=sP_{k-1}$ and $2\omega_0s/q^2=1$, then shift the index:

$$\epsilon_L=1+4\pi n\sum_{k\ge0}\frac{P_k}{D_{k+1}}.$$

For the transverse case take $\mathbf e$ along $x$. The operator $p_x$ raises the $x$ oscillator once, with strength $\omega_0/2$, while $e^{iqz}$ raises the $z$ oscillator $k$ times. The energy is $N\omega_0$ with $N=k+1$. Since $\sum_kP_k=1$, equation (4) becomes

$$\epsilon_T-1=-\frac{4\pi n}{\omega^2}\sum_kP_k\left[1-\frac{N\omega_0^2}{D_N}\right]
=-\frac{4\pi n}{\omega^2}\sum_kP_k\frac{N(N-1)\omega_0^2-\omega^2}{D_N}.$$

The term with $-\omega^2$ is $\epsilon_L-1$. Subtract it, use $kP_k=sP_{k-1}$ again, and shift the index:

$$\epsilon_T-\epsilon_L=-\frac{4\pi n\omega_0^2}{\omega^2}\sum_kP_k\frac{k(k+1)}{D_{k+1}}
=-\frac{4\pi n\omega_0^2s}{\omega^2}\sum_kP_k\frac{k+2}{D_{k+2}}.$$

Multiplying by $\omega^2/(c^2q^2)$, with $s/q^2=1/2\omega_0$,

$$1-\frac1{\mu(q,\omega)}=-\frac{2\pi n\omega_0}{c^2}\sum_kP_k\frac{k+2}{D_{k+2}}.\tag{6}$$

At $q\to0$ only $P_0=1$ survives:

$$1-\frac1{\mu(\omega)}=-\frac{\pi n}{\omega_0c^2}\,\frac{4\omega_0^2}{4\omega_0^2-\omega^2}.\tag{7}$$

**Q:** Equation (7) has a resonance at $2\omega_0$. Is it magnetic?

**A:** No. At first order in $q$, the transverse excitation operator is $iq\,zp_x$, and

$$zp_x=\tfrac12(zp_x+xp_z)+\tfrac12L_y=\tfrac i2[H,xz]+\tfrac12L_y.$$

The ground state is spherical, so $L_y|0\rangle=0$. The transverse transition is therefore driven by the electric quadrupole $xz$. The longitudinal pole comes from the $z^2$ term of the charge density $e^{iqz}$ and is electric as well. Near $\omega=2\omega_0$ the $k=1$ terms give $4\pi ns/D_2$ in $\epsilon_L$ and $2\pi ns/D_2$ in $\epsilon_T$, and (7) contains their difference. The dipole pole at $\omega_0$ has cancelled through the factor $k(k+1)$, which vanishes at $k=0$.

**Q:** Then is any of (7) ordinary magnetism?

**A:** Its static limit is. In a uniform field along $z$, the energy of one atom rises by $B^2\langle x^2+y^2\rangle/8=B^2/8\omega_0$ at order $B^2$, because $\langle x^2\rangle=\langle y^2\rangle=1/2\omega_0$ and the term in $L_z$ vanishes on the ground state. The magnetization is $M=-n\,dE_0/dB=-nB/4\omega_0$, where $E_0$ is that energy. Setting this equal to $(c^2/4\pi)(1-1/\mu)B$ gives $1-1/\mu=-\pi n/\omega_0c^2$, the Langevin diamagnetism, in agreement with (7).

**Q:** Put in numbers.

**A:** Choose $\omega_0=10$ eV, $\omega=4$ eV and $n=0.001$ Å$^{-3}$. Expanding $P_0\approx1-s$ and $P_1\approx s$ in $\epsilon_L$ gives

$$\alpha_L=\frac{2\pi n}{\omega_0}\left(\frac1{D_2}-\frac1{D_1}\right),\qquad \alpha_T=\alpha_L+\frac{c^2}{\omega^2}\left(1-\frac1{\mu(\omega)}\right).$$

The values are $\epsilon(\omega)=1.0164$, $\alpha_L=-0.004886$ Å$^2$ and $\alpha_T=-0.021987$ Å$^2$. The light wavevector in the medium is $0.002044$ Å$^{-1}$, so $\omega^2/c^2=(0.002044)^2/1.0164=4.11\times10^{-6}$ Å$^{-2}$. Equation (3) gives

$$1-\frac1\mu=4.11\times10^{-6}\times(-0.021987+0.004886)=-7.03\times10^{-8}.$$

The transverse choice gives $1-1/\mu_T=-9.03\times10^{-8}$. The static value is $-6.75\times10^{-8}$, both from the formula and from the computed energy in a magnetic field.

Now compare $N^2-\epsilon(\omega)$. Solving $N^2=\epsilon_T$ gives $-9.18\times10^{-8}$. The pairs $\epsilon(\omega)\mu_T$ and $\epsilon_L(q)\mu$ reproduce this, but $\epsilon(\omega)\mu$ gives $-7.14\times10^{-8}$, which is 22% too small in magnitude relative to the full shift. The missing part is $\alpha_Lq^2=-0.004886\times(0.002044)^2=-2.04\times10^{-8}$.

These are comparisons within the model. Second-order density corrections to $\epsilon$ would far exceed the magnetic shift in a real gas: the Lorentz local field alone adds $(\epsilon-1)^2/3\approx9\times10^{-5}$.

**Q:** Suppose I keep $\epsilon_L(q)$ in full but use the local $\mu(\omega)$. What is lost beyond order $q^2$?

**A:** The $q$ dependence of the permeability. Expanding (6) once more,

$$1-\frac1{\mu(q,\omega)}=1-\frac1{\mu(\omega)}-\frac{\pi n}{c^2}\left(\frac3{D_3}-\frac2{D_2}\right)q^2+O(q^4).$$

Since $\epsilon_T-\epsilon_L$ contains this multiplied by $c^2q^2/\omega^2$, the local $\mu$ loses its terms from $q^4$ onward. Three things go with them.

First, magnetization at a point no longer depends on $\mathbf B$ over a finite neighbourhood. Well below $2\omega_0$ the scale is the oscillator length $\omega_0^{-1/2}=0.873$ Å; it grows as $\omega$ approaches the resonance. The ratio of $1-1/\mu(q,\omega)$ to its local value is 0.995 at $q=0.2$ Å$^{-1}$, 0.879 at 1 Å$^{-1}$ and 0.627 at 2 Å$^{-1}$.

Second, higher resonances disappear from the permeability. Equation (6) has a pole at $3\omega_0$ with weight proportional to $P_1\approx s$; equation (7) has none. The transverse response then keeps only the pole $4\pi nP_2/D_3$ of $\epsilon_L$, whereas the $N=3$ term of the exact $\epsilon_T$ gives $\tfrac13\,4\pi nP_2/D_3$ near $\omega=3\omega_0$, so the resonance comes out three times too strong. Near such a pole, small $q$ alone does not justify the local form.

Third, the $q^4$ term of the transverse dispersion relation changes, and with it any extra wave solutions. If $\epsilon_L$ is made local as well, the relation is linear in $q^2$ and has one root. A $q^4$ term makes it quadratic and permits a second root, which is physical only if it lies where the expansion still holds.

**Q:** Does the small-$q$ expansion always exist?

**A:** A metal shows the danger. Take a free-electron gas with Fermi wavevector $k_F$, in mean field, without collisions and without spin magnetism. An electron absorbing $\mathbf q$ gains $\Delta=qk_z+q^2/2$. Transitions between occupied states cancel in pairs, so averages run over the whole Fermi sphere, with $\langle k_x^2\rangle=\langle k_z^2\rangle=k_F^2/5$.

Let $q\to0$ first, so that $\omega\gg qk_F$. The sum in (4) becomes $2\langle k_x^2\Delta\rangle/\omega^2=q^2k_F^2/5\omega^2$. In (5) we need $\langle\Delta\rangle=q^2/2$ and $\langle\Delta^3\rangle\approx\tfrac32q^4\langle k_z^2\rangle=3q^4k_F^2/10$. Thus

$$\epsilon_T\approx1-\frac{4\pi n}{\omega^2}\left(1+\frac{q^2k_F^2}{5\omega^2}\right),\qquad
\epsilon_L\approx1-\frac{4\pi n}{\omega^2}\left(1+\frac{3q^2k_F^2}{5\omega^2}\right),$$

and (2) gives $1-1/\mu=(4\pi n/c^2\omega^2)(2k_F^2/5)$, which is positive and grows as $\omega$ falls.

Let $\omega\to0$ first at fixed $q$. Then $\omega^2\epsilon_L\to0$, and (4) leaves the bracket $1-\langle2k_x^2/\Delta\rangle$. Put $u=k_z/k_F$ and $\delta=q/2k_F$, so $\Delta=2\delta k_F^2(u+\delta)$. Integrating $k_x^2$ over the disc at fixed $k_z$ gives the weight $\tfrac3{16}k_F^2(1-u^2)^2du$, and

$$\left\langle\frac{2k_x^2}{\Delta}\right\rangle=\frac3{16\delta}\,\mathrm{PV}\!\int_{-1}^{1}\frac{(1-u^2)^2}{u+\delta}\,du.$$

Subtracting the numerator's value at $u=-\delta$ leaves the polynomial $(u-\delta)(u^2+\delta^2-2)$, whose integral is $\tfrac{10}3\delta-2\delta^3$. The subtracted part gives $(1-\delta^2)^2\ln\frac{1+\delta}{1-\delta}\approx2\delta-\tfrac{10}3\delta^3$. The total is $\tfrac{16}3(\delta-\delta^3)$, so the bracket is $\delta^2=q^2/4k_F^2$. With $n=k_F^3/3\pi^2$,

$$1-\frac1\mu=-\frac{4\pi n}{c^2q^2}\,\frac{q^2}{4k_F^2}=-\frac{k_F}{3\pi c^2},$$

which is Landau diamagnetism. For $k_F=1$ Å$^{-1}$, the first order of limits gives $+1.74\times10^{-5}$ at 4 eV and the second gives $-2.99\times10^{-6}$. For this orbital response even the sign depends on the order. Spin, left out here, adds the Pauli term $+k_F/\pi c^2=+8.97\times10^{-6}$ to the second order of limits and nothing to the first, so with spin both values are positive and differ only in size. At fixed $\omega$ the small-$q$ expansion does exist, but besides $q/k_F$ its parameter is $qk_F/\omega$. Its range therefore shrinks to nothing as $\omega\to0$, where the local $1-1/\mu(\omega)$ diverges instead of approaching the Landau value. The divergence belongs to the collisionless gas. In a real metal, scattering at a rate $\gamma$ stops the growth near $\omega\approx\gamma$. In a number-conserving relaxation-time model with $\gamma=0.02$ eV, the real part changes sign there and levels off near $-0.58$, still far from the Landau value. The numerical check computes both cases from the response averages at small finite $q$, and tests the oscillator sums against states found on a grid.

## Table of computed values

```
oscillator energy            10.0 eV
photon energy                4.0 eV
electron density             0.001 1/angstrom^3
speed of light               137.036 atomic units
oscillator length w0^(-1/2)  0.8729 angstrom
light wavevector in medium   0.002044 1/angstrom
eps(omega) at q=0            1.016415
alpha_L                      -4.88594e-03 angstrom^2
alpha_T                      -2.19867e-02 angstrom^2
1-1/mu, local formula        -7.02689e-08
1-1/mu, grid, q->0           -7.02689e-08
1-1/mu_T, transverse only    -9.03458e-08
static 1-1/mu, formula       -6.74582e-08
static 1-1/mu, from E(B)     -6.74551e-08
finite q at the photon energy (q in 1/angstrom):
 q=0.2 eps_L=1.016221 eps_T=1.015540
   1-1/mu(q)=-6.98973e-08 ratio to local=0.99471
 q=1.0 eps_L=1.012232 eps_T=0.997193
   1-1/mu(q)=-6.17988e-08 ratio to local=0.87946
 q=2.0 eps_L=1.005309 eps_T=0.962389
   1-1/mu(q)=-4.40899e-08 ratio to local=0.62745
squared refractive index minus eps(omega):
 exact eps_T(q)              -9.18287e-08
 eps(omega) mu               -7.14224e-08
 eps(omega) mu_T             -9.18288e-08
 eps_L(q) mu                 -9.18288e-08
gas Fermi wavevector         1.00 1/angstrom
gas test wavevector          0.010 1/angstrom
gas 1-1/mu, 4 eV, small q    1.73672e-05
gas same, leading formula    1.73607e-05
gas 1-1/mu, omega->0 first   -2.98991e-06
gas Landau formula           -2.98993e-06
```
